# In-Plane and Normal Conductivity Change from a 50 meV Valley Splitting

## Question

I am stuck on an exercise about strained transistors: "Biaxial strain splits the conduction valleys by 50 meV. Scattering times are unchanged and only the valley populations shift. Find the change in electron conductivity."

My model has six ellipsoidal valleys, two on each cubic axis, with longitudinal mass $m_l=0.9\,m_e$ and transverse mass $m_t=0.2\,m_e$, at $T=300$ K. The strain is in the (001) plane, so the two valleys along $z$ separate from the other four. I gave the lower group the fraction $1/(1+e^{-\Delta/k_BT})$ of the electrons and averaged the inverse masses. Two things bother me. My conductivity change does not vanish when I set $\Delta=0$, and I get different answers depending on which group I take to be the lower one. What is wrong, and is there a single answer?

## Answer

Your fraction leaves out the number of valleys in each group, which is why the change fails to vanish at $\Delta=0$. Your second observation is correct: "50 meV" does not fix the answer until the sign of the splitting and the direction of the current are given. I work out both signs and both directions.

### Conventions and the sign of the splitting

Call the two valleys along $z$ the pair and the other four the quartet. Define

$$\Delta=E_{\rm quartet}-E_{\rm pair},\qquad x=\frac{\Delta}{k_BT},\qquad r=\frac{m_t}{m_l}.$$

Positive $\Delta$ means that the pair is lower. To connect this with strain, use the linear deformation-potential shift of a valley on axis $i$, which is $\Xi_d\,{\rm Tr}\,\varepsilon+\Xi_u\varepsilon_{ii}$. The trace term is common to all valleys and cancels in the difference:

$$\Delta=\Xi_u(\varepsilon_\parallel-\varepsilon_{zz}).$$

If the surface normal to $z$ is free of stress, then $C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_\parallel=0$, so

$$\Delta=\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon_\parallel .$$

For positive $\Xi_u$, $C_{11}$ and $C_{12}$, in-plane tension gives $\Delta>0$ and in-plane compression gives $\Delta<0$.

I hold the total electron density $n$, the temperature and the masses fixed. I read "scattering times unchanged" as follows: $\tau(\epsilon)$ is one fixed function, the same in all valleys, of the kinetic energy $\epsilon$ measured from the valley's own minimum. I also take the electrons to be nondegenerate at first.

### Conductivity of one valley

In the relaxation-time approximation, valley $v$ contributes

$$\sigma^{(v)}_{ij}=e^2\int\frac{2\,d^3k}{(2\pi)^3}\,\tau(\epsilon)\,v_iv_j\left(-\frac{\partial f_0}{\partial\epsilon}\right).$$

With $\mathbf k$ measured from the minimum, $\epsilon=\sum_i\hbar^2k_i^2/(2m_i)$ and $v_i=\hbar k_i/m_i$. Substitute $w_i=\hbar k_i/\sqrt{m_i}$. Then

$$\epsilon=\frac{w^2}{2},\qquad v_i=\frac{w_i}{\sqrt{m_i}},\qquad d^3k=\frac{\sqrt{m_1m_2m_3}}{\hbar^3}\,d^3w .$$

The energy is now spherical in $\mathbf w$, so the angular average of $w_iw_j$ is $\delta_{ij}w^2/3=2\epsilon\,\delta_{ij}/3$. The off-diagonal elements vanish, and $v_i^2$ averages to $2\epsilon/(3m_i)$.

For Maxwell–Boltzmann statistics $f_0=e^{(\mu-E_v-\epsilon)/k_BT}$, hence $-\partial f_0/\partial\epsilon=f_0/k_BT$. The integral of $f_0$ over states is the valley density $n_v$, so

$$\sigma^{(v)}_{ii}=\frac{e^2n_v\bar\tau}{m_i},\qquad
\bar\tau=\frac{2}{3k_BT}\,\frac{\int_0^\infty\epsilon^{3/2}\tau(\epsilon)\,e^{-\epsilon/k_BT}d\epsilon}{\int_0^\infty\epsilon^{1/2}e^{-\epsilon/k_BT}d\epsilon}.$$

The factor $e^{(\mu-E_v)/k_BT}$ has cancelled from $\bar\tau$. Moving a valley in energy therefore changes its density but not its average scattering time, even when $\tau$ depends on energy. For constant $\tau$ the ratio of integrals is $\tfrac32k_BT\,\tau$, and $\bar\tau=\tau$ as it should.

### Populations

The Jacobian above contains $\sqrt{m_1m_2m_3}=\sqrt{m_lm_t^2}$, which is the same for every valley whatever its orientation. The density of one valley is then proportional to $e^{-E_v/k_BT}$ alone. The pair has weight $2$ and the quartet has weight $4e^{-x}$, so the fraction of electrons in the pair is

$$f=\frac{2}{2+4e^{-x}}=\frac{1}{1+2e^{-x}} .$$

At $x=0$ this is $1/3$: two valleys out of six. Your expression gives $1/2$ there, so it compares an already redistributed population with the unstrained one.

### In-plane conductivity

Let the current flow along $x$. Both pair valleys present the mass $m_t$. Half of the quartet electrons are in valleys along $x$ and present $m_l$; the other half are in valleys along $y$ and present $m_t$. Thus

$$\frac{\sigma_\parallel}{ne^2\bar\tau}=\frac{f}{m_t}+\frac{1-f}{2}\left(\frac1{m_t}+\frac1{m_l}\right).$$

A current along $y$ gives the same value. Since $\sigma_{xx}=\sigma_{yy}$ and the off-diagonal elements vanish, the result holds for any direction in the plane.

Multiply by $m_t$ and collect the terms in $f$:

$$\frac{m_t\sigma_\parallel}{ne^2\bar\tau}=f+(1-f)\frac{1+r}{2}=\frac{1+r}{2}+\frac{1-r}{2}f .$$

Setting $f=1/3$ gives the unstrained value,

$$\frac{m_t\sigma_0}{ne^2\bar\tau}=\frac{3(1+r)+(1-r)}{6}=\frac{2+r}{3}.$$

Subtract the second line from the first and divide by the second:

$$\frac{\delta\sigma_\parallel}{\sigma_0}=\frac32\,\frac{1-r}{2+r}\left(f-\frac13\right).\tag{1}$$

The population shift is

$$f-\frac13=\frac{3-(1+2e^{-x})}{3(1+2e^{-x})}=\frac23\,\frac{1-e^{-x}}{1+2e^{-x}},$$

and the factors $3/2$ and $2/3$ cancel:

$$\boxed{\frac{\delta\sigma_\parallel}{\sigma_0}=\frac{1-r}{2+r}\;\frac{1-e^{-x}}{1+2e^{-x}}}\tag{2}$$

The change vanishes at $x=0$, as it must. It also vanishes at $r=1$, because moving electrons between valleys with isotropic, equal masses does nothing to the current.

### Conductivity along the normal

Every valley has the same sum of inverse masses over the three axes, $2/m_t+1/m_l$. Adding the three diagonal conductivities gives

$$2\sigma_\parallel+\sigma_z=e^2\bar\tau\left(\frac2{m_t}+\frac1{m_l}\right)\sum_vn_v .$$

The right side depends on the total density and not on how it is shared. It is therefore unchanged by the splitting, and

$$\frac{\delta\sigma_z}{\sigma_0}=-2\,\frac{\delta\sigma_\parallel}{\sigma_0}.\tag{3}$$

What the two in-plane directions gain, the normal direction loses.

### Numbers for 50 meV

At 300 K, $k_BT=25.852$ meV, so $|x|=50/25.852=1.934$. The masses give $r=0.2222$ and

$$\frac{1-r}{2+r}=\frac{0.7778}{2.2222}=0.350 .$$

**Pair lowered** ($\Delta=+50$ meV). Here $e^{-x}=0.1446$ and $f=1/1.2892=0.776$. Equation (2) gives

$$\frac{\delta\sigma_\parallel}{\sigma_0}=0.350\times\frac{1-0.1446}{1+2(0.1446)}=+0.232 .$$

The in-plane conductivity rises by 23.2 % and the normal conductivity falls by 46.5 %.

**Pair raised** ($\Delta=-50$ meV). Now $e^{-x}=6.918$, the pair keeps a fraction 0.067, and

$$\frac{\delta\sigma_\parallel}{\sigma_0}=0.350\times\frac{1-6.918}{1+2(6.918)}=-0.140 .$$

The in-plane conductivity falls by 14.0 % and the normal conductivity rises by 27.9 %.

If the exercise means tension, positive $\Xi_u$ and a current in the plane, its answer for your masses and temperature is an increase of about 23 %.

For absolute values, choose $\bar\tau=0.2$ ps and $n=10^{17}$ cm$^{-3}$. The unstrained conductivity mass is

$$m_c=\frac{3}{2/m_t+1/m_l}=\frac{3\,m_e}{10+1.111}=0.270\,m_e,$$

and $\sigma_0=ne^2\bar\tau/m_c=20.9$ S/cm. With the pair lowered, $\sigma_\parallel=25.7$ S/cm and $\sigma_z=11.2$ S/cm. The sum $2(25.7)+11.2=62.6$ S/cm agrees with $3(20.9)=62.7$ S/cm within rounding.

Direct summation of the Boltzmann integral over $\mathbf k$ confirms equations (2) and (3) for both signs. This was tested for constant $\tau$ and for $\tau\propto1/(1+\epsilon/k_BT)$. The sums reproduce the percentages given above.

### Why the two signs differ in size

For large positive $x$ the last fraction in equation (2) tends to $1$. For large negative $x$ the exponentials dominate and it tends to $-1/2$. The in-plane change therefore lies between the limits

$$+\frac{1-r}{2+r}=+35.0\,\%\qquad\text{and}\qquad-\frac12\,\frac{1-r}{2+r}=-17.5\,\% .$$

The reason is the starting population. The pair holds one third of the electrons, so it can gain two thirds of the total but can lose no more than one third.

For small $x$, expand the numerator and denominator:

$$\frac{1-e^{-x}}{1+2e^{-x}}=\frac{x-x^2/2+\dots}{3-2x+\dots}
=\frac x3\left(1-\frac x2+\dots\right)\left(1+\frac{2x}{3}+\dots\right)=\frac x3+\frac{x^2}{18}+\dots$$

The quadratic term is positive for either sign of $x$, so it enlarges the gain and reduces the loss. Keeping the linear term alone gives $0.350\times1.934/3$, or $\pm22.6$ %. This is close to the true $+23.2$ % but far from the true $-14.0$ %. The good agreement on the positive side does not mean that $x$ is small. The curve starts above its tangent $x/3$ because of the quadratic term, yet it stays below 1 and so must lie below the tangent once $x>3$. It crosses the tangent in between, at about $x=2.15$, and $x=1.934$ happens to lie near this crossing.

### When the electrons are degenerate

At high density the Boltzmann factor must be replaced by the Fermi function. For constant $\tau$, integration by parts gives

$$\int_0^\infty\epsilon^{3/2}\left(-\frac{\partial f_0}{\partial\epsilon}\right)d\epsilon=\frac32\int_0^\infty\epsilon^{1/2}f_0\,d\epsilon ,$$

because the boundary term vanishes at both ends. The valley conductivity is again $e^2n_v\tau/m_i$, so equation (1) survives. What changes is $f$. With $\eta=(\mu-E_{\rm pair})/k_BT$ and

$$F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt u\,du}{1+e^{u-\eta}},$$

the pair fraction and the condition of fixed density are

$$f=\frac{F(\eta)}{F(\eta)+2F(\eta-x)},\qquad n=\frac{N_c}{3}\left[F(\eta)+2F(\eta-x)\right].$$

Here $N_c=2.86\times10^{19}$ cm$^{-3}$ is the effective density of states of all six valleys. For $\eta\ll0$, $F(\eta)\to e^\eta$ and the Boltzmann fraction returns. For $\eta\gg1$, $F\propto\eta^{3/2}$, so $F(\eta-x)/F(\eta)\to(1-x/\eta)^{3/2}$. This tends to 1 as the filling grows, and $f$ returns to $1/3$: a fixed splitting matters little once it is small compared with the Fermi energy.

With the pair lowered by 50 meV, the in-plane change at constant $\tau$ is

- $+23.2$ % at $10^{17}$ cm$^{-3}$, where $f=0.775$;
- $+21.1$ % at $10^{19}$ cm$^{-3}$, where $f=0.735$;
- $+11.1$ % at $10^{20}$ cm$^{-3}$, where $f=0.544$.

If $\tau$ also depends on energy, the populations no longer settle the matter. The average time in a valley is then the mean of $\tau(\epsilon)$ over the weight $\epsilon^{3/2}(-\partial f_0/\partial\epsilon)$. With $u=\epsilon/k_BT$ and $\eta_v=(\mu-E_v)/k_BT$, the derivative factor is proportional to $1/\cosh^2[(u-\eta_v)/2]$. Take two fillings $\eta_2>\eta_1$. The logarithm of the ratio of their weights has the slope

$$\tanh\frac{u-\eta_1}{2}-\tanh\frac{u-\eta_2}{2}>0 ,$$

so greater filling moves the weight to higher kinetic energy. If $\tau$ falls with energy, the lowered pair, which is now fuller, acquires a shorter average time, and the emptied quartet a longer one. The shorter time in the pair works against the gain from its lighter in-plane mass, while the longer time in the quartet adds to the current. For $\tau\propto1/(1+\epsilon/k_BT)$ at $10^{20}$ cm$^{-3}$, the in-plane change is $+3.2$ % instead of $+11.1$ %, so here the loss in the pair outweighs the increase in the quartet. The function $\tau(\epsilon)$ is unchanged here, but its average is not. This falling law is only an illustration, and the direction of the correction follows the slope of $\tau$. When $\tau$ rises with energy, as it does for ionized-impurity scattering, the fuller pair gains the longer time: the simple power law $\tau\propto\epsilon^{3/2}$ gives $+28.4$ % at the same density. Equation (3) also fails once the two groups have different average times. For the falling law above, the normal conductivity changes by $-17.7$ %, not by $-2\times3.2$ %.

### What the premise leaves out

Scattering between valleys depends on the states available in the final valley, so a real splitting can alter $\tau$ itself. The exercise excludes this by assumption, and the 23 % is the population effect alone.

The result is also for bulk electrons. In a MOS inversion layer on the (001) surface, confinement along $z$ adds its own splitting. The two-dimensional density of states of a valley is proportional to the geometric mean of its two in-plane masses, which is $m_t$ for the pair and $\sqrt{m_lm_t}$ for the quartet. The equal weights used for $f$ then no longer apply, and the populations must be recalculated from the subbands before the inverse masses are averaged.

## Table of computed values

```
longitudinal mass: 0.90 m_e
transverse mass: 0.20 m_e
mass ratio r = m_t/m_l: 0.2222
temperature: 300 K
thermal energy k_B T: 25.852 meV
splitting magnitude: 50 meV
reduced splitting x: 1.9341
Boltzmann factor exp(-x): 0.1446
Boltzmann factor exp(+x): 6.9177
unstrained conductivity mass: 0.2700 m_e
prefactor (1-r)/(2+r): 0.3500
pair lowered: fraction in normal pair: 0.7757
pair lowered: fraction in quartet: 0.2243
pair lowered: in-plane conductivity mass: 0.2191 m_e
pair lowered: normal conductivity mass: 0.5042 m_e
pair lowered: in-plane change: +23.23 %
pair lowered: normal change: -46.45 %
pair lowered: in-plane sigma: 25.72 S/cm
pair lowered: normal sigma: 11.18 S/cm
pair raised: fraction in normal pair: 0.0674
pair raised: fraction in quartet: 0.9326
pair raised: in-plane conductivity mass: 0.3138 m_e
pair raised: normal conductivity mass: 0.2111 m_e
pair raised: in-plane change: -13.96 %
pair raised: normal change: +27.92 %
pair raised: in-plane sigma: 17.96 S/cm
pair raised: normal sigma: 26.70 S/cm
linear estimate, in-plane: +/-22.56 %
in-plane limit, pair far below: +35.00 %
in-plane limit, pair far above: -17.50 %
scattering time: 0.2 ps
electron density of example: 1.0e+17 cm^-3
unstrained sigma: 20.87 S/cm
six-valley effective density of states: 2.857e+19 cm^-3
Fermi-Dirac, pair lowered, constant tau:
  n = 1e+17 cm^-3: pair fraction 0.7753, in-plane change +23.20 %
  n = 1e+19 cm^-3: pair fraction 0.7350, in-plane change +21.09 %
  n = 1e+20 cm^-3: pair fraction 0.5443, in-plane change +11.08 %
same at n = 1e+20 cm^-3, tau ~ 1/(1+energy/k_B T): +3.22 %
```
